\section*{Surface Green's function and self-energy of a semi-infinite chain}

\section{Problem}

A device is connected to a lead. The lead is a semi-infinite chain of sites $n=1,2,3,\dots$ with spacing $a$. Each site carries one orbital of energy $\varepsilon_0$, the orbitals are orthonormal, and the Hamiltonian matrix element between neighbours is $-t$ with $t>0$. Site $1$ is joined to one site $c$ of the device by a matrix element $-t_c$. Electrons do not interact, and the lead has no disorder.

The Green's function is $G(z)=(z-H)^{-1}$ with $z=E+i\eta$ and $\eta>0$. The retarded function at a real energy is the limit $\eta\to0^+$, taken after the chain has become infinite. The surface Green's function $g$ is the element $\langle1|(z-H_L)^{-1}|1\rangle$ of the isolated lead, whose Hamiltonian is $H_L$.

\begin{enumerate}
\item Estimate by scaling how strongly the lead broadens a level on site $c$ when $t_c=t$.
\item Derive a quadratic equation for $g$, and decide which root is retarded.
\item Find the self-energy $\Sigma$ that replaces the lead, and the broadening $\Gamma=i(\Sigma-\Sigma^*)$, for energies inside the band. Express $\Gamma$ through the group velocity $v$ in the lead.
\item Evaluate the results for $t=0.10$ hartree, $\varepsilon_0=0.05$ hartree, $a=5$ bohr and $E=-0.07$ hartree, and compare them with the estimate.
\end{enumerate}

Numbers are in Hartree atomic units, where $\hbar=1$; the formulas keep $\hbar$.

\section{Estimate by scaling}

With $t_c=t$, the only energies in the problem are $t$ and the distance $E-\varepsilon_0$ from the band centre. Well inside the band the broadening must therefore be of order $t$. In terms of time, an electron needs about $\hbar/t$ to hop to the next site, and a level emptied in that time has a width of about $t$.

The golden rule supplies a prefactor. It gives the escape rate $(2\pi/\hbar)\,t^2\rho$, where $\rho$ is the density of states on the end site of the lead. That site holds one state in total. A plane wave with phase $ka$ per site has energy $\varepsilon_0-2t\cos ka$, so the band is $4t$ wide. If the state is spread evenly over the band, $\rho\approx1/(4t)$ and
\begin{equation}
\Gamma_{\rm est}=2\pi t^2\,\frac{1}{4t}=\frac{\pi}{2}\,t\approx0.157\ \text{hartree}.
\label{est}
\end{equation}
Two assumptions remain to be examined: the golden rule is a weak-coupling result, while here the contact is as strong as the bonds in the lead, and the density of states need not be even.

\section{Exact solution}

\subsection{Eliminating the lead}

Let $\psi$ solve $(z-H)\psi=s$ with a source $s$ inside the device. The off-diagonal elements of $z-H$ are minus those of $H$, so the contact enters with $+t_c$. The rows belonging to the lead read
\begin{equation}
(z-H_L)\psi_L+t_c\,\psi_c|1\rangle=0
\quad\Rightarrow\quad
\psi_1=-t_c\,g\,\psi_c .
\label{psi1}
\end{equation}
The row of site $c$, whose energy is $\varepsilon_c$, is
\begin{equation}
(z-\varepsilon_c)\psi_c-\sum_{d\neq c}H_{cd}\psi_d+t_c\psi_1=s_c ,
\end{equation}
where $d$ runs over the device. Inserting $\psi_1$ gives
\begin{equation}
(z-\varepsilon_c-t_c^2g)\psi_c-\sum_{d\neq c}H_{cd}\psi_d=s_c .
\end{equation}
The lead has disappeared from the equations, and the energy of site $c$ has changed by
\begin{equation}
\Sigma=t_c^2\,g .
\label{sigdef}
\end{equation}
No weak-coupling assumption was made.

\subsection{The quadratic equation}

Now regard site $1$ of the isolated lead as a one-site device. The sites $2,3,\dots$ form a chain identical to the original one, attached by $-t$. By \eqref{sigdef} they add $t^2g$ to the energy of site $1$, with the same $g$. A unit source on site $1$ produces the amplitude $g$ there, so
\begin{equation}
(z-\varepsilon_0-t^2g)\,g=1
\quad\Rightarrow\quad
t^2g^2-(z-\varepsilon_0)g+1=0 .
\label{quad}
\end{equation}

Put $\lambda=-tg$, that is $g=-\lambda/t$. Equation \eqref{quad} becomes $\lambda^2+(z-\varepsilon_0)\lambda/t+1=0$. Since $\lambda=0$ is no solution, we may divide by $\lambda$:
\begin{equation}
\lambda+\frac1\lambda=-\frac{z-\varepsilon_0}{t}.
\label{lam}
\end{equation}
If $\lambda$ is a root, so is $1/\lambda$. The number $\lambda$ also has a direct meaning. Applying \eqref{psi1} to the part of the lead beyond site $n$, with $t_c=t$, gives $\psi_{n+1}=-tg\,\psi_n=\lambda\psi_n$. It is the factor by which the response changes from one site to the next.

\subsection{The retarded branch}

The definition of $g$ fixes the sign of its imaginary part. Let $\varphi=(z-H_L)^{-1}|1\rangle$, which is normalizable for $\eta>0$. Then $|1\rangle=(z-H_L)\varphi$, and
\begin{equation}
g=\langle1|\varphi\rangle
=z^*\langle\varphi|\varphi\rangle-\langle\varphi|H_L|\varphi\rangle ,
\qquad
\operatorname{Im}g=-\eta\,\langle\varphi|\varphi\rangle<0 ,
\label{img}
\end{equation}
because the expectation value of the Hermitian $H_L$ is real.

To see which root obeys this, write $\lambda=re^{i\theta}$. The imaginary part of \eqref{lam} is
\begin{equation}
\Bigl(r-\frac1r\Bigr)\sin\theta=-\frac{\eta}{t}.
\label{imag}
\end{equation}
The right side is not zero, so $r\neq1$, and of the two reciprocal roots one lies inside the unit circle and one outside. Since $\operatorname{Im}g=-(r/t)\sin\theta$, the condition $\operatorname{Im}g<0$ means $\sin\theta>0$, and \eqref{imag} then requires $r<1$. The retarded root is thus the one whose response decays into the lead.

Inside the band we write
\begin{equation}
E=\varepsilon_0-2t\cos ka,\qquad 0<ka<\pi .
\label{disp}
\end{equation}
For $\eta\to0^+$ the right side of \eqref{lam} tends to $2\cos ka$, and the roots tend to $e^{ika}$ and $e^{-ika}$. Both have modulus one, so the modulus no longer separates them, but the sign of $\sin\theta$ does. The retarded root has $\sin\theta>0$ for every $\eta>0$, and its limit must be $e^{+ika}$. Hence
\begin{equation}
g=-\frac{e^{ika}}{t}.
\label{g}
\end{equation}
With the time factor $e^{-iE\tau/\hbar}$, where $\tau$ is the time, the response $e^{ikna}$ is a wave that travels away from the device, since $dE/dk>0$ for $0<ka<\pi$.

\subsection{Self-energy and broadening}

For $t_c=t$, equations \eqref{sigdef} and \eqref{g} give
\begin{equation}
\Sigma=t^2g=-t\,e^{ika}.
\label{sigma}
\end{equation}
The broadening is
\begin{equation}
\Gamma=i(\Sigma-\Sigma^*)=-2\operatorname{Im}\Sigma=2t\sin ka ,
\end{equation}
and the group velocity follows from \eqref{disp}:
\begin{equation}
v=\frac1\hbar\frac{dE}{dk}=\frac{2ta}{\hbar}\sin ka
\quad\Rightarrow\quad
\Gamma=\frac{\hbar v}{a}.
\label{gamma}
\end{equation}

This is a statement about current. In a stationary outgoing wave, the self-energy removes probability from site $c$ at the rate $\Gamma|\psi_c|^2/\hbar$. The lead carries it away at the rate $v|\psi_1|^2/a$, the probability per length times the velocity. By \eqref{psi1} and \eqref{g}, $|\psi_1|=(t_c/t)|\psi_c|$. For $t_c=t$ the two amplitudes are equal in size, and the balance gives \eqref{gamma}. For another contact, \eqref{sigdef} gives
\begin{equation}
\Sigma=-\frac{t_c^2}{t}\,e^{ika},\qquad
\Gamma=\Bigl(\frac{t_c}{t}\Bigr)^2\frac{\hbar v}{a},
\label{weak}
\end{equation}
in agreement with the same balance. The plain form $\Gamma=\hbar v/a$ therefore requires a contact bond equal to the bonds of the lead.

\subsection{Energies outside the band}

Take $t_c=t$ again. For $|E-\varepsilon_0|>2t$ set $x=(E-\varepsilon_0)/(2t)$. Equation \eqref{lam} with $\eta=0$ is $\lambda+1/\lambda=-2x$. Its roots are real, and the one inside the unit circle is
\begin{equation}
\lambda=-x+\operatorname{sgn}(x)\sqrt{x^2-1},\qquad \Sigma=-t\lambda .
\label{out}
\end{equation}
The self-energy is real: the lead shifts the level but carries nothing away, and $\Gamma=0$. Far from the band $\lambda\approx-1/(2x)$, so $\Sigma\approx t^2/(E-\varepsilon_0)$, the level shift of second-order perturbation theory.

\section{Numbers}

The band extends from $-0.15$ to $0.25$ hartree, and $E=-0.07$ hartree lies inside it. From \eqref{disp},
\begin{equation}
\cos ka=\frac{0.05+0.07}{2\times0.10}=0.6,\qquad \sin ka=0.8,\qquad ka=0.927 .
\end{equation}
The two roots of \eqref{quad} are $-6\mp8i$ per hartree, and the retarded one is $g=-6-8i$ per hartree. Then
\begin{align}
\Sigma&=(0.10)^2(-6-8i)=-0.06-0.08i\ \text{hartree},\\
\Gamma&=2\times0.08=0.16\ \text{hartree}=4.354\ \text{eV},\\
v&=2\times0.10\times5\times0.8=0.80\ \text{a.u.}=1.750\times10^6\ \text{m/s}.
\end{align}
Indeed $\hbar v/a=0.80/5=0.16$ hartree. The motion of a wave packet on a finite chain, followed without the formula for $v$, gives $0.79997$ a.u. A value slightly below $0.8$ is expected. The packet contains a symmetric spread of phases $ka+\delta$, and the average of $\sin(ka+\delta)$ is $\sin ka$ times the average of $\cos\delta$, which is less than one.

The time $a/v=6.25$ a.u. is the time to cross one site. It should not be read as the lifetime of an exponential decay. That reading needs a $\Sigma$ that hardly changes over an energy range $\Gamma$, and here $\Gamma$ is $40\,\%$ of the bandwidth.

A weaker contact, $t_c=0.07$ hartree, reduces the broadening by \eqref{weak} to $0.49\times0.16=0.0784$ hartree. At $E=0.30$ hartree, above the band, $x=1.25$, $\lambda=-1.25+0.75=-0.5$ and $\Sigma=0.05$ hartree. At $E=-0.20$ hartree, below the band, both signs are reversed.

\subsection{A finite chain and a small $\eta$}

A lead of $N$ sites can be solved directly, but for energies inside the band $\eta$ must then stay finite. Its effect follows from \eqref{lam}. Changing $z$ by $i\eta$ changes $\lambda$ by $\delta\lambda$ with $(1-\lambda^{-2})\,\delta\lambda=-i\eta/t$ to first order. At $\lambda=e^{ika}$ we have $1-\lambda^{-2}=\lambda^{-1}(\lambda-\lambda^{-1})=2i\lambda^{-1}\sin ka$, so
\begin{equation}
\delta\lambda=-\frac{\eta}{2t\sin ka}\,\lambda=-\frac{\eta}{\Gamma}\,\lambda,
\qquad
|\delta\Sigma|=t\,|\delta\lambda|=\frac{t\,\eta}{\Gamma}.
\label{eta}
\end{equation}
Here $\Gamma$ is the value for $t_c=t$. The expansion requires $\eta$ small compared with the distance of $E$ from the nearer band edge. At the edge itself the first-order term vanishes, \eqref{lam} gives $|\delta\lambda|^2\approx\eta/t$, and $|\delta\Sigma|\approx\sqrt{t\eta}$. The example is far from the edges. For $\eta=10^{-4}$ hartree this is $0.10\times10^{-4}/0.16=6.25\times10^{-5}$ hartree. The direct solution for 40000 sites deviates from \eqref{sigma} by the same amount, and between $\eta=10^{-2}$ and $10^{-4}$ hartree the deviation falls about tenfold with each tenfold reduction of $\eta$: it is $6.05\times10^{-3}$, $6.23\times10^{-4}$ and $6.25\times10^{-5}$ hartree.

The chain must be long enough for the wave reflected at its far end to die out. By \eqref{eta} the amplitude shrinks by about $1-\eta/\Gamma$ per site, hence by about $e^{-2N\eta/\Gamma}$ on the way there and back. The example has $2N\eta/\Gamma=50$. If $\eta$ is reduced at fixed $N$ until this exponent is no longer large, the reflection returns and the finite chain stops acting as a lead. This is why $N\to\infty$ must precede $\eta\to0^+$.

\subsection{The sign of the square root}

The quadratic formula with a fixed minus sign reads
\begin{equation}
g=\frac{X-\sqrt{X^2-4t^2}}{2t^2},\qquad X=z-\varepsilon_0 .
\end{equation}
Suppose the square root is the principal one, with non-negative real part. Inside the band $X^2-4t^2$ is close to the negative real axis, and its imaginary part is $2(E-\varepsilon_0)\eta$. The root is therefore close to $+i\sqrt{4t^2-(E-\varepsilon_0)^2}$ in the upper half of the band and to the negative of this in the lower half. The formula is retarded in the upper half only. At $E=0.17$ hartree it gives $6-8i$ per hartree, which is correct. At $E=-0.07$ hartree it gives $-6+8i$ per hartree, and the lead would appear to feed the device instead of draining it. Choosing the root by $\operatorname{Im}g<0$, or by $|tg|<1$ at finite $\eta$, works in both halves.

\section{Comparison of estimate and solution}

The estimate \eqref{est} gave $0.157$ hartree, and the solution gives $0.16$ hartree. The estimate is low by about $2\,\%$ of the solution. To judge this agreement, take the two assumptions in turn.

The golden-rule form causes no error in the value of $\Gamma(E)$, although, as noted above, $\Gamma/\hbar$ is not the rate of an exponential decay here. In terms of the eigenstates $\alpha$ of $H_L$, $g=\sum_\alpha|\langle1|\alpha\rangle|^2/(z-E_\alpha)$. Each term contributes to $-\operatorname{Im}g/\pi$ a Lorentzian of area $|\langle1|\alpha\rangle|^2$ and half-width $\eta$, so for $\eta\to0^+$ the density of states on the end site is $\rho=-\operatorname{Im}g/\pi$. By \eqref{sigdef}, $\Gamma=-2t_c^2\operatorname{Im}g=2\pi t_c^2\rho$ holds for any $t_c$, provided that $\rho$ belongs to the isolated lead; for $t_c=t$ this is the form used in \eqref{est}. The error comes from the even density. In fact
\begin{equation}
\rho=\frac{\sin ka}{\pi t},
\end{equation}
which is largest at the band centre and vanishes at the edges. The average of $\Gamma$ over the band, with $dE=2t\sin ka\,d(ka)$, is
\begin{equation}
\frac{1}{4t}\int\Gamma\,dE
=\frac{1}{4t}\int_0^\pi4t^2\sin^2(ka)\,d(ka)
=\frac{\pi}{2}\,t .
\end{equation}
The estimate is this average. It equals the local value where $\sin ka=\pi/4\approx0.785$, and the example happens to lie close by, at $0.8$. At the band centre the true value is $2t=0.20$ hartree, and the estimate is too low by about a fifth.

Near an edge the estimate fails altogether. For small $ka$, \eqref{disp} gives $E-(\varepsilon_0-2t)\approx t(ka)^2$, and therefore
\begin{equation}
\Gamma\approx2t\,ka\approx2\sqrt{t\,[E-(\varepsilon_0-2t)]}\,.
\end{equation}
The broadening goes to zero with the velocity: a wave that hardly moves cannot carry probability away. The estimate also says nothing about the level shift. By \eqref{sigma} and \eqref{disp} this is $\operatorname{Re}\Sigma=-t\cos ka=(E-\varepsilon_0)/2$, here $-0.06$ hartree. It vanishes at the band centre and reaches the size $t$ at the edges, where the broadening is lost.

\section*{Computed results}
\begin{verbatim}
hopping strength t = 0.10 hartree
on-site energy e0 = 0.05 hartree
site spacing a = 5.0 bohr
energy E = -0.07 hartree
band edges = -0.15 and 0.25 hartree
cos(ka) = 0.6000, sin(ka) = 0.8000
ka = 0.9273 rad, k = 0.1855 1/bohr
retarded root g = -6.0000-8.0000j 1/hartree
rejected root g = -6.0000+8.0000j 1/hartree
Sigma = -0.0600-0.0800j hartree
Gamma = 0.1600 hartree = 4.354 eV
v from dispersion = 0.8000 a.u. = 1.750e+06 m/s
v from wave packet = 0.79997 a.u.
hbar v/a from wave packet = 0.15999 hartree
time a/v = 6.250 a.u. of time
explicit chain: 40000 sites
eta = 1e-02 hartree: Sigma = -0.056261-0.075243j hartree, error = 6.05e-03 hartree
eta = 1e-03 hartree: Sigma = -0.059625-0.079502j hartree, error = 6.23e-04 hartree
eta = 1e-04 hartree: Sigma = -0.059963-0.079950j hartree, error = 6.25e-05 hartree
outside band E = 0.30 hartree: lambda = -0.5000, Sigma = 0.0500 hartree, Gamma = 0.0000 hartree
outside band E = -0.20 hartree: lambda = 0.5000, Sigma = -0.0500 hartree, Gamma = 0.0000 hartree
weak contact tc = 0.07 hartree: (tc/t)^2 = 0.4900, Gamma = 0.0784 hartree
fixed-sign root at E = -0.07 hartree: -6.0000+8.0000j 1/hartree (not retarded)
fixed-sign root at E = 0.17 hartree: 6.0000-8.0000j 1/hartree (retarded)
\end{verbatim}
